How Far Adatom Density Follows Dose in Irreversible Two-Dimensional Nucleation

**A surface on which atoms can do nothing but pair**

Atoms land at random on an empty, step-free square lattice and hop from site to site. Suppose that two adatoms stick for good when they meet, and that the resulting pairs capture nothing further. At first almost every landed atom is still alone, so the adatom density equals the dose. This stops when an adatom typically meets another within the time elapsed since deposition began.

Measure densities per site, lengths in site spacings, and the dose θ in monolayers (ML). Let F be the flux in monolayers per unit time and D the tracer diffusivity, so that an adatom hops at the total rate 4D. The one control parameter is

R = D/F.

In these units R is a pure number: it compares how fast atoms hop with how fast they arrive.

A dose θ takes the time θ/F, during which an early arrival makes about 4Rθ hops. If each hop reached a fresh site, the expected number of encounters would be about 4Rθ times the adatom density, which is still about θ. Setting this to one gives

4Rθ² ≈ 1,  θ ≈ 1/(2√R).

For R = 10⁸ this is 5×10⁻⁵ ML. Revisited sites, the partner's own motion and the size of the contact region change the factor, so the estimate supports no more than θ ~ R^(−1/2) = 10⁻⁴ ML. It leaves open how sharp the change is and what islands do.

**Rate equations**

Let n₁ be the adatom density and nₓ the density of islands, dimers included. Islands are immobile and lose no atoms. An island captures adatoms at the rate σDn₁, which defines the dimensionless capture number σ.

For two adatoms the relative diffusivity is 2D, while the density of distinct pairs is n₁²/2. Dimers therefore form at the rate

(2Dσ)(n₁²/2) = σDn₁².

Each such event removes two adatoms and creates one island. Using the same σ for adatoms and small islands, and dividing by F because dθ = F dt, we obtain

dn₁/dθ = 1 − Rσ(2n₁² + n₁nₓ),
dnₓ/dθ = Rσn₁².

These are mean-field equations: they replace the actual positions of atoms by average densities. They also neglect atoms that land on or beside others.

Take σ constant for the moment and define

τ = θ√(σR),  u = n₁√(σR),  v = nₓ√(σR).

Densities and dose are stretched by the same factor, so dn₁/dθ = du/dτ, and Rσn₁² = u². Hence

u′ = 1 − 2u² − uv,  v′ = u²,  u(0) = v(0) = 0.

No parameter remains. Every feature at a fixed τ lies at a dose τ/√(σR), which is the R^(−1/2) law with its factor still to be found.

**The gradual departure from the line**

For small τ, insert u = τ + aτ³ + bτ⁵. The island equation gives v′ = τ² + …, so v = τ³/3 + …. The adatom equation becomes

1 + 3aτ² + 5bτ⁴ = 1 − 2τ² − 4aτ⁴ − τ⁴/3.

Equal powers require a = −2/3 and 5b = 8/3 − 1/3 = 7/3, so

u = τ − (2/3)τ³ + (7/15)τ⁵ + ….

The first correction comes from pairing. Capture by islands enters two powers later, because islands must first be made. The density is 10% below the line when

(2/3)τ² − (7/15)τ⁴ = 0.1,

whose smaller root is τ² ≈ 0.17, or τ ≈ 0.41. Nothing abrupt happens there: capture grows smoothly from zero.

**Why there is a maximum**

In the opening special case the term uv is absent. The equation y′ = 1 − 2y² with y(0) = 0 has the solution

y = tanh(√2 τ)/√2,

since y′ = 1 − tanh²(√2 τ) = 1 − 2y². The density then levels off at 1/√2 and never falls.

With islands, the difference d = y − u obeys

d′ = −2(y + u)d + uv,  d(0) = 0.

The source uv is not negative, so d cannot become negative. Thus u ≤ y < 1/√2 ≈ 0.71, an upper bound on the peak.

The peak must exist. If u kept rising, v would grow without limit because v′ = u², and uv would eventually exceed one, making u′ negative. At any point where u′ = 0, differentiation gives

u″ = −4uu′ − u′v − uv′ = −u³ < 0.

Every stationary point is therefore a maximum, and there can be just one. Numerical integration places it at

τ = 1.36,  u = 0.63,  v = 0.32.

The balance can be read off: 2(0.631)² + (0.631)(0.321) ≈ 0.80 + 0.20 = 1. Pairing is still the larger loss.

In the opposite limit, τ ≫ 1, islands take nearly all the flux. Setting uv = 1 gives v′ = 1/v², hence v³ ≈ 3τ and

v ≈ (3τ)^(1/3),  u ≈ (3τ)^(−1/3).

The neglected terms, 2u² and u′, scale as τ^(−2/3) and τ^(−4/3), so they do vanish in this limit. Capture continues to balance the flux while the adatom density falls. This late law assumes constant σ and islands that cover little of the surface.

**The capture number**

The factor σ follows from the depleted region around an absorbing disc of radius ρ. Other sinks remove adatoms at the rate Dn/ξ², where

1/ξ² = σ(2n₁ + nₓ).

The local density n(r,t) and the distant density n₁(t) obey

∂n/∂t = D∇²n + F − Dn/ξ²,
dn₁/dt = F − Dn₁/ξ².

Subtract them and write w = n₁ − n. The flux cancels:

∂w/∂t = D∇²w − Dw/ξ².

We now drop ∂w/∂t, assuming that the depletion profile adjusts faster than n₁ changes. This is least justified early on, when capture is weak. The solution that vanishes far away and makes n(ρ) = 0 is

w = n₁K₀(r/ξ)/K₀(ρ/ξ),

with K₀ and K₁ modified Bessel functions. The inflow is 2πρD ∂n/∂r at r = ρ. Since K₀′ = −K₁, dividing by Dn₁ gives

σ = 2π(ρ/ξ)K₁(ρ/ξ)/K₀(ρ/ξ).

For two adatoms, both the relative diffusivity and the rate at which either partner is lost are doubled. The factor 2 cancels from the profile equation, so the same σ applies. When ρ ≪ ξ, the Bessel functions reduce to

σ ≈ 2π/[ln(2ξ/ρ) − 0.577].

We take ρ = 1, the contact distance, for adatoms and islands alike. A dimer is a somewhat larger target, so its capture is slightly underestimated. For R = 10⁸, solving the rate equations with σ updated throughout gives n₁ = 5.33×10⁻⁵ and nₓ = 2.52×10⁻⁵ at the maximum, with σ = 1.43. As a check on consistency,

1/ξ² = 1.43(10.66 + 2.52)×10⁻⁵ ≈ 1.88×10⁻⁴,

so ξ ≈ 73 sites and σ ≈ 2π/(4.98 − 0.58) ≈ 1.43.

The resulting markers are:

- n₁ is 10% below the dose at 3.6×10⁻⁵ ML. This is somewhat too late, because a young depletion zone is still narrow and captures faster than the steady profile assumed here; keeping the time derivative of the profile moves the marker to about 3.2×10⁻⁵ ML.
- Capture equals half the flux at 5.1×10⁻⁵ ML.
- Capture equals the flux, and n₁ is greatest, at 1.1×10⁻⁴ ML. The maximum is flat: a time-dependent profile places it about 6% later, near 1.17×10⁻⁴ ML, and less than 2% lower.

The constant-σ formula gives 1.36/√(1.43×10⁸) = 1.14×10⁻⁴ ML for the last marker, within 4% of the full solution. Doubling ρ moves the maximum to 1.0×10⁻⁴ ML. If 10⁸ were instead the total hop rate divided by flux, R would be 2.5×10⁷ and the maximum would lie at 2.1×10⁻⁴ ML. The order of magnitude survives, but the convention matters more than the contact radius.

The logarithm also alters the power law slightly. Write L = ln(2ξ/ρ) − 0.577 and s = d ln σ/d ln R. Near the maximum the densities scale as (σR)^(−1/2), so ξ scales as (R/σ)^(1/4), and

s = −(1 − s)/(4L),  or  s = −1/(4L − 1).

With L ≈ 4.4, s ≈ −0.06, and the exponent of the peak dose is −(1 + s)/2 ≈ −0.47. The full equations give −0.467 between R = 10⁶ and 10¹⁰.

**Comparison with individual atoms**

A lattice simulation of landing, hopping and sticking needs neither rate equations nor a capture number. One run was made at each of two values of R, up to θ√R = 2. The table compares n₁√R, averaged over θ√R from 1 to 2, and nₓ√R at the end.

| R | n₁√R, lattice | n₁√R, equations | nₓ√R, lattice | nₓ√R, equations |
|---|---|---|---|---|
| 10⁶ | 0.395 | 0.420 | 0.579 | 0.596 |
| 10⁸ | 0.460 | 0.512 | 0.601 | 0.587 |

The lattice adatom densities are 6% and 10% below the rate-equation values. At R = 10⁸ only 209 atoms landed, and about 48 adatoms were present on average in the window. The scale of counting noise, 1/√48 ≈ 14%, is too large to separate chance from mean-field error. The bend itself is clear: the fraction of landed atoms still alone fell from 0.94 at θ√R = 0.3 to 0.22 at θ√R = 2. These runs confirm the scale of the crossover, not its precise position.

**A growth example**

Take a site spacing of 4 Å, a flux of 0.1 ML/s, a hop barrier of 0.75 eV and an attempt rate of 10¹³ s⁻¹. For R = 10⁸ the hop rate must be

4RF = 4×10⁸ × 0.1 s⁻¹ = 4×10⁷ s⁻¹.

The Arrhenius law then fixes the thermal energy:

k_BT = 0.75 eV/ln(10¹³/4×10⁷) = 0.0603 eV,

or T = 700 K. The maximum comes after 1.1×10⁻⁴/0.1 s = 1.1 ms. Its density is 5.33×10⁻⁵/(4 Å)² = 3.3×10⁻⁶ Å⁻², or 3.3×10¹⁰ cm⁻².

These round values lie in the rough range of slow molecular-beam epitaxy of semiconductors; they do not describe a particular material. One assumption that can fail there is the absence of steps. Between absorbing steps a distance W apart, steady deposition without islands obeys Dn″ = −F, so

n = s(W − s)/(2R),  average n = W²/(12R),

where s is the distance from one step. Steps alone would hold the average at our peak density when W = √(12 × 10⁸ × 5.33×10⁻⁵) ≈ 253 sites, or about 1010 Å. A surface tilted by only 0.1°, with steps 2 Å high, has terraces of about this size: 2 Å/tan 0.1° ≈ 1100 Å. On much narrower ones the density levels off earlier, at a dose of order W²/(12R), and the nucleation estimate fails. On wider terraces of 4000 Å, or 1000 sites, the steps deplete only a strip roughly ξ wide along each edge. The average peak density then falls by about 11%, somewhat less than 2ξ/W ≈ 0.15, while the middle of the terrace is hardly affected and the maximum stays near 1.1×10⁻⁴ ML. Spreading the loss evenly as 12Rn₁/W², as the program does, gives only 3%: that formula assumes a parabola across the whole terrace and underestimates the loss here.

Reconstructed semiconductor surfaces can also have unequal diffusion along their two axes. In a lattice run at R = 10⁶, a 10:1 ratio at fixed mean diffusivity raised the adatom density near the maximum by a factor of about 1.3, uncertain by about 0.1 because each case was run only once. This moderate anisotropy preserves the order of magnitude. If atoms could hop along one axis only, the power law itself would change: an atom then visits only about √(Rθ) different sites, and setting θ√(Rθ) ~ 1 gives θ ~ R^(−1/3).

Dimer stability is a further condition. Two atoms, each with three of four hops breaking the contact, give a breakup rate of 1.5 × 4×10⁷ s⁻¹ × exp(−E_b/k_BT). For a chosen bond E_b = 1.0 eV, this means 0.004 expected breakups per dimer in 1.1 ms. The number reaches one near E_b = 0.67 eV. This is a cautious limit, because two atoms that have just parted are still close together and usually meet again. Much weaker bonds do return adatoms to the surface and invalidate the irreversible model. With a dimer-motion barrier of 1.0 eV and the same attempt rate, dimers hop at 1.6% of the adatom rate. Desorption over 2.5 eV removes a fraction of about 10⁻⁸. Direct landing on or beside adatoms and dimers involves 5×10⁻⁴ of the flux at the maximum.

The calculation also assumes that the full flux starts at once. A source that takes much longer than 1.1 ms to reach its nominal flux, as mechanical shutters generally do, produces a different transient: pairs already form while the flux is rising, and the maximum comes later and is lower. For linear ramps of 10 and 100 ms the same rate equations put it at about 7.5 and 17 ms, with n₁ ≈ 3.5×10⁻⁵ and 1.7×10⁻⁵, at doses near 3×10⁻⁴ and 1.5×10⁻⁴ ML. The time and dose found here therefore describe an ideal sudden start. To use the result for chemical vapour deposition, one would need precursor reactions that supply mobile adatoms at a steady rate, adatoms that still stick when they meet, and a value of D that includes any effect of surface ligands. The numerical output below lists the main computed values.

Calculated quantities

```
R = D/F: 1.0e+08 (dimensionless)
R^(-1/2): 1.00e-04 ML
universal peak: tau 1.359, u 0.631, v 0.321
dose, adatoms 10% below linear: 3.63e-05 ML
dose, capture = half the flux: 5.13e-05 ML
dose at adatom maximum: 1.10e-04 ML
adatom density at maximum: 5.33e-05 per site
island density at maximum: 2.52e-05 per site
capture number at maximum: 1.43
flux share lost to pairing at maximum: 0.809
flux share lost to islands at maximum: 0.191
peak dose from constant-sigma formula: 1.14e-04 ML
peak dose with capture radius doubled: 9.97e-05 ML
peak dose if 1e8 is hop rate/flux: 2.10e-04 ML
exponent of peak dose, R 1e6 to 1e10: -0.467
lattice run R = 1e+06, atoms landed: 819
  mean u for x in 1..2: lattice 0.395, rate eq. 0.420
  v at x = 2: lattice 0.579, rate eq. 0.596
  adatoms/landed: 0.87 at x = 0.3, 0.17 at x = 2
lattice run R = 1e+08, atoms landed: 209
  mean u for x in 1..2: lattice 0.460, rate eq. 0.512
  v at x = 2: lattice 0.601, rate eq. 0.587
  adatoms/landed: 0.94 at x = 0.3, 0.22 at x = 2
site spacing: 4.0 angstrom; flux: 0.1 ML/s
hop barrier: 0.75 eV; attempt rate: 1e+13 1/s
hop rate: 4.00e+07 1/s; kT: 0.0603 eV
temperature: 700 K
time to adatom maximum: 1.10 ms
maximum adatom density: 3.33e-06 per angstrom^2
maximum adatom density: 3.33e+10 cm^-2
terrace where steps alone give this density: 1011 angstrom
terrace width tried: 4000 angstrom
  peak dose with steps: 1.11e-04 ML
  peak adatom density with steps: 5.18e-05 per site
10:1 anisotropy, adatom density factor (R = 1e6): 1.27
dimer bond: 1.0 eV; expected breakups by peak: 4.2e-03
dimer barrier: 1.0 eV; dimer/adatom hops: 1.6e-02
desorption barrier: 2.5 eV; share lost: 1.1e-08
flux share landing on or beside atoms: 4.7e-04
```
